# Self-Consistent Fermi Energy and Charged-Defect Densities in an Oxide by Bisection: a program that tests the result

```python
# Result under test: the net charge density (divided by e) of a bulk oxide,
#   Q(E_F) = p - n - N_A + sum_q q c_q,
# strictly decreases with Fermi energy E_F, so bracketed bisection finds the
# unique neutral state. E_F is measured from the valence-band edge.
# p, n: hole and electron densities; N_A: fixed singly negative acceptors;
# c_q: density of defects in charge state q. Each defect site is perfect or
# holds one defect. After a quench the defect totals are frozen.
# Energies are in eV, lengths in cm, densities in cm^-3, e^2 is Gaussian.
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.special import expit

BOLTZMANN = const.k / const.e
HBAR2_OVER_M = const.hbar**2 / const.m_e / const.e * 1e4
E_SQUARED = const.e / (4 * np.pi * const.epsilon_0) * 100
GAP, MASS_C, MASS_V = 6.0, 1.0, 2.0
ACCEPTORS, DIELECTRIC = 1e17, 20.0
T_HOT, T_COLD, MU_POOR = 1300.0, 300.0, -4.5
VAC_ENERGIES = (6.0, 2.6, -1.2)
INT_ENERGIES = (2.0, 5.0, 7.4)
VAC_SITES, INT_SITES = 5e22, 2.5e22
TOLERANCE = 1e-12


def species(sites, charges, energies, degeneracies):
    return dict(sites=sites, q=np.array(charges, float),
                energy=np.array(energies, float),
                g=np.array(degeneracies, float))


def oxide_defects(mu, vac_energies=VAC_ENERGIES):
    vacancy = species(VAC_SITES, (0, 1, 2),
                      np.array(vac_energies) + mu, (1, 2, 1))
    interstitial = species(INT_SITES, (0, -1, -2),
                           np.array(INT_ENERGIES) - mu, (1, 2, 1))
    return [vacancy, interstitial]


def site_states(defect, fermi, kt, total=None):
    """Charges and densities; an open system also lists the perfect site."""
    q = defect["q"]
    logs = np.log(defect["g"]) - (defect["energy"] + q * fermi) / kt
    amount = total
    if total is None:
        q, logs = np.append(q, 0.0), np.append(logs, 0.0)
        amount = defect["sites"]
    weights = np.exp(logs - logs.max())
    return q, amount * weights / weights.sum()


def band_density(mass, kt):
    return 2 * (mass * kt / (2 * np.pi * HBAR2_OVER_M))**1.5


def fermi_integral(eta):
    """Normalized order-one-half integral and its derivative."""
    step = 0.05
    t = np.arange(0, np.sqrt(max(eta, 0) + 60), step)
    base = 4 / np.sqrt(np.pi) * step * t**2
    filled = expit(eta - t**2)
    return (base @ filled, base @ (filled * expit(t**2 - eta)))


def make_system(temperature, defects, acceptors=ACCEPTORS, totals=None):
    return dict(kt=BOLTZMANN * temperature, defects=defects,
                acceptors=acceptors,
                totals=totals or [None] * len(defects))


def carriers(fermi, kt):
    n, dn = fermi_integral((fermi - GAP) / kt)
    p, dp = fermi_integral(-fermi / kt)
    nc, nv = band_density(MASS_C, kt), band_density(MASS_V, kt)
    return nc * n, nv * p, -(nc * dn + nv * dp) / kt


def net_charge(fermi, system):
    """Return Q and dQ/dE_F."""
    kt = system["kt"]
    n, p, slope = carriers(fermi, kt)
    charge = p - n - system["acceptors"]
    for defect, total in zip(system["defects"], system["totals"]):
        q, density = site_states(defect, fermi, kt, total)
        mean = q @ density / density.sum()
        charge += q @ density
        slope -= density @ (q - mean)**2 / kt
    return charge, slope


def solve_fermi(system):
    low, high, widen = 0.0, GAP, 0.5
    while net_charge(low, system)[0] <= 0:
        low -= widen
        widen *= 2
    widen = 0.5
    while net_charge(high, system)[0] >= 0:
        high += widen
        widen *= 2
    midpoints = []
    while high - low > TOLERANCE:
        middle = (low + high) / 2
        midpoints.append(middle)
        if net_charge(middle, system)[0] > 0:
            low = middle
        else:
            high = middle
    return (low + high) / 2, midpoints


def frozen_totals(fermi, system):
    return [site_states(d, fermi, system["kt"])[1][:-1].sum()
            for d in system["defects"]]


# Carrier density from an explicit sum over the states of a periodic box
kt_hot, kt_cold = BOLTZMANN * T_HOT, BOLTZMANN * T_COLD
k_thermal = np.sqrt(2 * MASS_C * kt_hot / HBAR2_OVER_M)
spacing = 0.3 * k_thermal
k_axis = spacing * np.arange(-25, 26)
k2 = (k_axis[:, None, None]**2 + k_axis[None, :, None]**2
      + k_axis[None, None, :]**2)
for eta in (-3.0, 1.0):
    occupied = expit(eta - HBAR2_OVER_M * k2 / (2 * MASS_C * kt_hot))
    box_density = 2 * occupied.sum() * (spacing / (2 * np.pi))**3
    formula = band_density(MASS_C, kt_hot) * fermi_integral(eta)[0]
    assert abs(box_density / formula - 1) < 1e-7

# Site statistics from enumeration of all configurations of four sites
toy_mu, toy_fermi, toy_kt, toy_sites = -2.0, 1.5, 1.0, 4
toy = species(toy_sites, (0, 1, 2), np.array(VAC_ENERGIES) + toy_mu,
              (1, 2, 1))
options = [(0, 0, 0.0, 1)] + [
    (1, q, VAC_ENERGIES[q], (1, 2, 1)[q]) for q in range(3)]
records = []
for config in itertools.product(options, repeat=toy_sites):
    missing = sum(site[0] for site in config)
    charge = sum(site[1] for site in config)
    energy = (sum(site[2] for site in config)
              + missing * toy_mu + charge * toy_fermi)
    multiplicity = np.prod([site[3] for site in config])
    records.append((missing, charge,
                    multiplicity * np.exp(-energy / toy_kt)))
records = np.array(records)
for fixed in (None, 2):
    chosen = records if fixed is None else records[records[:, 0] == fixed]
    probability = chosen[:, 2] / chosen[:, 2].sum()
    mean_charge = probability @ chosen[:, 1]
    variance = probability @ (chosen[:, 1] - mean_charge)**2
    q, density = site_states(toy, toy_fermi, toy_kt, fixed)
    site_mean = q @ density / density.sum()
    assert abs(mean_charge - q @ density) < 1e-11
    assert abs(variance - density @ (q - site_mean)**2) < 1e-11

# Strict decrease for random amphoteric defects
rng = np.random.default_rng(4)
for trial in range(20):
    random_defect = species(1e22, range(-2, 3), rng.uniform(0, 4, 5),
                            rng.integers(1, 4, 5))
    random_system = make_system(0.3 / BOLTZMANN, [random_defect])
    values = [net_charge(e, random_system)[0]
              for e in np.linspace(-1, GAP + 1, 61)]
    assert np.all(np.diff(values) < 0)

# Anneal with open defect reservoirs
hot = make_system(T_HOT, oxide_defects(MU_POOR))
fermi_hot, midpoints = solve_fermi(hot)
n_hot, p_hot, _ = carriers(fermi_hot, kt_hot)
vac_hot = site_states(hot["defects"][0], fermi_hot, kt_hot)[1]
int_hot = site_states(hot["defects"][1], fermi_hot, kt_hot)[1]
slope_hot = net_charge(fermi_hot, hot)[1]
for energy in (1.0, 3.0, fermi_hot, 5.0):
    h = 1e-4
    difference = (net_charge(energy + h, hot)[0]
                  - net_charge(energy - h, hot)[0]) / (2 * h)
    assert abs(difference / net_charge(energy, hot)[1] - 1) < 1e-5

# Root from the dilute, nondegenerate quartic in exp(-(E_F-reference)/kT)
reference = 3.6
vac, inter = hot["defects"]
a = VAC_SITES * vac["g"] * np.exp(
    -(vac["energy"] + vac["q"] * reference) / kt_hot)
b = INT_SITES * inter["g"] * np.exp(
    -(inter["energy"] + inter["q"] * reference) / kt_hot)
n_ref = band_density(MASS_C, kt_hot) * np.exp((reference - GAP) / kt_hot)
p_ref = band_density(MASS_V, kt_hot) * np.exp(-reference / kt_hot)
roots = np.roots([2 * a[2], a[1] + p_ref, -ACCEPTORS,
                  -(n_ref + b[1]), -2 * b[2]])
positive = [z.real for z in roots
            if z.real > 0 and abs(z.imag) < 1e-9 * abs(z)]
assert len(positive) == 1
fermi_quartic = reference - kt_hot * np.log(positive[0])
assert abs(fermi_quartic - fermi_hot) < 2e-6
for count, middle in enumerate(midpoints[:18], start=1):
    assert abs(middle - fermi_quartic) <= GAP / 2**count + 2e-6

# Bracket widening: heavily doped, defect-free case with E_F below the band edge
heavy_acceptors = 5e21
fermi_heavy, _ = solve_fermi(make_system(T_HOT, [], heavy_acceptors))
eta_heavy = -fermi_heavy / kt_hot
hole_integral = quad(lambda x: np.sqrt(x) * expit(eta_heavy - x),
                     0, eta_heavy + 60, epsabs=1e-10, limit=200)[0]
holes = band_density(MASS_V, kt_hot) * 2 / np.sqrt(np.pi) * hole_integral
assert fermi_heavy < 0 and abs(holes / heavy_acceptors - 1) < 1e-6

# Dependence on oxygen chemical potential
scan = []
for mu in (0.0, -1.5, -3.0, -4.5):
    trial_system = make_system(T_HOT, oxide_defects(mu))
    root = solve_fermi(trial_system)[0]
    scan.append((mu, root, site_states(trial_system["defects"][0],
                                       root, kt_hot)[1][:3]))
assert abs(scan[2][1] - scan[1][1] - 0.75) < 1e-3

# Quench with frozen defect totals
totals = frozen_totals(fermi_hot, hot)
cold = make_system(T_COLD, hot["defects"], totals=totals)
fermi_cold, _ = solve_fermi(cold)
vac_cold = site_states(vac, fermi_cold, kt_cold, totals[0])[1]
slope_cold = net_charge(fermi_cold, cold)[1]
mean_needed = ACCEPTORS / totals[0]
fermi_pinned = ((VAC_ENERGIES[0] - VAC_ENERGIES[2]) / 2
                + kt_cold / 2 * np.log((2 - mean_needed) / mean_needed))
assert abs(fermi_pinned - fermi_cold) < 1e-4
assert vac_cold[1] < 0.01 * vac_hot[1]

# Error transfer from acceptor density and from Fermi energy
extra = 1e-4 * ACCEPTORS
shifted = make_system(T_COLD, hot["defects"], ACCEPTORS + extra, totals)
shift = solve_fermi(shifted)[0] - fermi_cold
assert abs(shift / (extra / slope_cold) - 1) < 2e-3
h = 1e-6
log_slope = (np.log(site_states(vac, fermi_cold + h, kt_cold, totals[0])[1])
             - np.log(site_states(vac, fermi_cold - h, kt_cold,
                                  totals[0])[1])) / (2 * h)
mean_cold = vac["q"] @ vac_cold / totals[0]
assert np.allclose(log_slope, -(vac["q"] - mean_cold) / kt_cold,
                   rtol=1e-5, atol=1e-5)

# Counterfactual: reverse the sign of U by lowering the singly charged state
hubbard = VAC_ENERGIES[0] + VAC_ENERGIES[2] - 2 * VAC_ENERGIES[1]
positive_u = (VAC_ENERGIES[0], VAC_ENERGIES[1] + hubbard, VAC_ENERGIES[2])
other_hot = make_system(T_HOT, oxide_defects(MU_POOR, positive_u))
other_fermi = solve_fermi(other_hot)[0]
other_totals = frozen_totals(other_fermi, other_hot)
other_cold = make_system(T_COLD, other_hot["defects"], totals=other_totals)
other_fermi_cold = solve_fermi(other_cold)[0]
single_hot = site_states(other_hot["defects"][0], other_fermi, kt_hot)[1][1]
single_cold = site_states(other_hot["defects"][0], other_fermi_cold,
                          kt_cold, other_totals[0])[1][1]
assert single_cold > single_hot

# Newton step from midgap in the quenched oxide
newton_charge, newton_slope = net_charge(GAP / 2, cold)
newton_step = -newton_charge / newton_slope
assert abs(newton_step) > GAP

# Screening length against the nonlinear Poisson equation in a film
poisson_factor = 4 * np.pi * E_SQUARED / DIELECTRIC
length_hot = 1 / np.sqrt(poisson_factor * abs(slope_hot))
length_cold = 1 / np.sqrt(poisson_factor * abs(slope_cold))


def centre_fraction(thickness, surface=1e-4, points=201):
    step = thickness / (points - 1)
    u = np.full(points, surface)
    for _ in range(5):
        pairs = np.array([net_charge(fermi_hot + x, hot) for x in u[1:-1]])
        residual = (u[2:] - 2 * u[1:-1] + u[:-2]
                    + step**2 * poisson_factor * pairs[:, 0])
        bands = np.ones((3, points - 2))
        bands[1] = -2 + step**2 * poisson_factor * pairs[:, 1]
        u[1:-1] -= solve_banded((1, 1), bands, residual)
    return u[points // 2] / surface


films = []
for nanometres in (4.0, 60.0):
    numeric = centre_fraction(nanometres * 1e-7)
    linear = 1 / np.cosh(nanometres * 1e-7 / (2 * length_hot))
    assert abs((1 - numeric) / (1 - linear) - 1) < 3e-3
    films.append((nanometres, numeric, linear))

print(f"Gap: {GAP:.1f} eV; masses m_c, m_v: {MASS_C:.1f}, {MASS_V:.1f} m")
print(f"Acceptor density: {ACCEPTORS:.2e} cm^-3")
print(f"Vacancy, interstitial sites: {VAC_SITES:.2e}, {INT_SITES:.2e} cm^-3")
print("Vacancy energies q=0,+1,+2 at mu=0, E_F=0:", VAC_ENERGIES, "eV")
print("Interstitial energies q=0,-1,-2, same point:", INT_ENERGIES, "eV")
print("Degeneracies for |q|=0,1,2:", vac["g"].astype(int))
print(f"Vacancy U: {hubbard:.2f} eV")
print(f"Anneal: T = {T_HOT:.0f} K, kT = {kt_hot:.6f} eV")
print(f"Anneal oxygen chemical potential: {MU_POOR:.2f} eV")
print(f"N_C, N_V at anneal: {band_density(MASS_C, kt_hot):.4e}, "
      f"{band_density(MASS_V, kt_hot):.4e} cm^-3")
print(f"Q at E_F=0 and E_F=gap: {net_charge(0, hot)[0]:.4e}, "
      f"{net_charge(GAP, hot)[0]:.4e} cm^-3")
for count, middle in enumerate(midpoints[:6], start=1):
    print(f"Midpoint {count}: {middle:.6f} eV, "
          f"Q = {net_charge(middle, hot)[0]:.4e} cm^-3")
print(f"Bisection tolerance: {TOLERANCE:.1e} eV; steps: {len(midpoints)}")
print(f"Anneal Fermi energy: {fermi_hot:.8f} eV")
print(f"Quartic Fermi energy: {fermi_quartic:.8f} eV")
print(f"Anneal n, p: {n_hot:.4e}, {p_hot:.4e} cm^-3")
for charge in range(3):
    print(f"Anneal vacancy q=+{charge}: {vac_hot[charge]:.5e} cm^-3")
print(f"Anneal interstitial total: {int_hot[:-1].sum():.4e} cm^-3")
print(f"Anneal dQ/dE_F: {slope_hot:.5e} cm^-3 eV^-1")
for mu, root, density in scan:
    print(f"mu = {mu:.1f} eV: E_F = {root:.5f} eV; vacancy q=0,1,2 = "
          + ", ".join(f"{x:.3e}" for x in density) + " cm^-3")
print(f"Quench: T = {T_COLD:.0f} K, kT = {kt_cold:.6f} eV")
print(f"Frozen vacancy total: {totals[0]:.5e} cm^-3")
print(f"Required mean vacancy charge s: {mean_needed:.5f}")
print(f"Quenched Fermi energy: {fermi_cold:.7f} eV")
print(f"Pinning formula: {fermi_pinned:.7f} eV")
for charge in range(3):
    print(f"Quenched vacancy q=+{charge}: {vac_cold[charge]:.5e} cm^-3")
print(f"Quenched dQ/dE_F: {slope_cold:.5e} cm^-3 eV^-1")
print(f"E_F shift for 0.01 percent more acceptors: {shift:.4e} eV")
print(f"Positive-U q=+1, anneal and quench: {single_hot:.4e}, "
      f"{single_cold:.4e} cm^-3")
print(f"Newton step from midgap after quench: {newton_step:.3e} eV")
print(f"Heavy-doping test: N_A = {heavy_acceptors:.1e} cm^-3, "
      f"E_F = {fermi_heavy:.5f} eV")
print(f"Dielectric constant: {DIELECTRIC:.1f}")
print(f"Screening length, anneal: {length_hot * 1e7:.3f} nm")
print(f"Screening length, quench: {length_cold * 1e7:.3f} nm")
for nanometres, numeric, linear in films:
    print(f"Film {nanometres:.0f} nm, centre/surface potential: "
          f"{numeric:.6f} numeric, {linear:.6f} formula")
print("checks complete")
```

Running it gives:

```
Gap: 6.0 eV; masses m_c, m_v: 1.0, 2.0 m
Acceptor density: 1.00e+17 cm^-3
Vacancy, interstitial sites: 5.00e+22, 2.50e+22 cm^-3
Vacancy energies q=0,+1,+2 at mu=0, E_F=0: (6.0, 2.6, -1.2) eV
Interstitial energies q=0,-1,-2, same point: (2.0, 5.0, 7.4) eV
Degeneracies for |q|=0,1,2: [1 2 1]
Vacancy U: -0.40 eV
Anneal: T = 1300 K, kT = 0.112025 eV
Anneal oxygen chemical potential: -4.50 eV
N_C, N_V at anneal: 2.2636e+20, 6.4025e+20 cm^-3
Q at E_F=0 and E_F=gap: 1.0049e+23, -3.5645e+22 cm^-3
Midpoint 1: 3.000000 eV, Q = 6.4329e+21 cm^-3
Midpoint 2: 4.500000 eV, Q = -1.0034e+17 cm^-3
Midpoint 3: 3.750000 eV, Q = -8.2755e+16 cm^-3
Midpoint 4: 3.375000 eV, Q = 8.5904e+18 cm^-3
Midpoint 5: 3.562500 eV, Q = 2.3485e+17 cm^-3
Midpoint 6: 3.656250 eV, Q = -2.8389e+16 cm^-3
Bisection tolerance: 1.0e-12 eV; steps: 43
Anneal Fermi energy: 3.63544698 eV
Quartic Fermi energy: 3.63544715 eV
Anneal n, p: 1.5418e+11, 5.1597e+06 cm^-3
Anneal vacancy q=+0: 7.65315e+16 cm^-3
Anneal vacancy q=+1: 1.87112e+16 cm^-3
Anneal vacancy q=+2: 4.06445e+16 cm^-3
Anneal interstitial total: 2.8318e+04 cm^-3
Anneal dQ/dE_F: -1.61829e+18 cm^-3 eV^-1
mu = 0.0 eV: E_F = 1.37554 eV; vacancy q=0,1,2 = 2.744e-01, 3.871e+07, 4.851e+16 cm^-3
mu = -1.5 eV: E_F = 2.12385 eV; vacancy q=0,1,2 = 1.793e+05, 3.176e+10, 5.000e+16 cm^-3
mu = -3.0 eV: E_F = 2.87386 eV; vacancy q=0,1,2 = 1.171e+11, 2.567e+13, 4.999e+16 cm^-3
mu = -4.5 eV: E_F = 3.63545 eV; vacancy q=0,1,2 = 7.653e+16, 1.871e+16, 4.064e+16 cm^-3
Quench: T = 300 K, kT = 0.025852 eV
Frozen vacancy total: 1.35887e+17 cm^-3
Required mean vacancy charge s: 0.73590
Quenched Fermi energy: 3.6069962 eV
Pinning formula: 3.6069931 eV
Quenched vacancy q=+0: 8.58585e+16 cm^-3
Quenched vacancy q=+1: 5.72045e+13 cm^-3
Quenched vacancy q=+2: 4.99714e+16 cm^-3
Quenched dQ/dE_F: -4.88753e+18 cm^-3 eV^-1
E_F shift for 0.01 percent more acceptors: -2.0460e-06 eV
Positive-U q=+1, anneal and quench: 9.8227e+16, 1.0000e+17 cm^-3
Newton step from midgap after quench: 4.494e+11 eV
Heavy-doping test: N_A = 5.0e+21 cm^-3, E_F = -0.51211 eV
Dielectric constant: 20.0
Screening length, anneal: 26.134 nm
Screening length, quench: 15.038 nm
Film 4 nm, centre/surface potential: 0.997081 numeric, 0.997079 formula
Film 60 nm, centre/surface potential: 0.576695 numeric, 0.576543 formula
checks complete
```
